# Why smooth kinetic kernels give aluminium phonons without Kohn anomalies

**Question.** Orbital-free calculations of aluminium can use the Thomas-Fermi functional with a fraction $\lambda$ of the von Weizsäcker term (TF-$\lambda$-W), or a nonlocal functional built on the Lindhard response. Why do Kohn anomalies appear in the phonons of the second and not of the first, and is the Lindhard function really indispensable?

**Answer.**

### The mechanism

A displaced ion disturbs the electron density, and the density pulls on the other ions. How strongly the electrons answer at wavevector $q$ depends on the states available to them. In a free-electron gas at zero temperature the occupied states fill a sphere of radius $k_F$. A perturbation of wavevector $q$ mixes the states $\mathbf k$ and $\mathbf k+\mathbf q$, which have equal energy on the plane $\mathbf k\cdot\hat{\mathbf q}=-q/2$. For $q<2k_F$ this plane cuts the sphere, at $q=2k_F$ it touches it, and beyond that it misses it. The response is therefore singular at $2k_F$, and the phonons inherit the singularity.

An orbital-free functional has no orbitals from which this geometry could emerge. It knows of the Fermi sphere's edge only if its response kernel carries the singularity, or a sharp rounded form of it. To make this precise we need the phonons in terms of that kernel.

### Energy to second order in the pseudopotential

I use Hartree atomic units, spin-unpolarized electrons, a fixed volume $V$, a local pseudopotential and exchange in the local density approximation, without correlation. Write $n(\mathbf r)=n_0+\sum_{\mathbf q\neq0}n_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ with $n_0=k_F^3/3\pi^2$. Terms linear in $n_{\mathbf q}$ from the kinetic and exchange energies vanish, because their first derivatives at uniform density are constants and $\delta n$ integrates to zero. To second order,

$$\frac{E_2}{V}=\sum_{\mathbf q\ne0}\Big[\tfrac12K(q)|n_{\mathbf q}|^2+v_{\mathbf q}^*n_{\mathbf q}\Big],\qquad K=K_s+\frac{4\pi}{q^2}-\frac{\pi}{k_F^2}.$$

Here $K_s(q)$ is the Fourier transform of $\delta^2T_s/\delta n\,\delta n'$ at $n_0$, and $4\pi/q^2$ is the Hartree term. The last term comes from the exchange energy density $-\frac34(3/\pi)^{1/3}n^{4/3}$: its second derivative is $-\frac13(3/\pi)^{1/3}n_0^{-2/3}$, and $n_0^{-2/3}=(9\pi^4)^{1/3}/k_F^2$ turns this into $-\pi/k_F^2$.

The terms $\mathbf q$ and $-\mathbf q$ together give $K|n_{\mathbf q}|^2+v_{\mathbf q}^*n_{\mathbf q}+v_{\mathbf q}n_{\mathbf q}^*$. Setting the derivative with respect to $n_{\mathbf q}^*$ to zero gives, for $K>0$, the minimum

$$n_{\mathbf q}=-\frac{v_{\mathbf q}}{K(q)},\qquad \frac{E_2}{V}=-\frac12\sum_{\mathbf q\neq0}\frac{|v_{\mathbf q}|^2}{K(q)}.$$

Each ion contributes a potential with transform $w(q)$, so $v_{\mathbf q}=w(q)S(\mathbf q)/V$ with $S(\mathbf q)=\sum_je^{-i\mathbf q\cdot\mathbf R_j}$. Adding the repulsion of ions of charge $Z$, and dropping constants, gives

$$E=\frac1{2V}\sum_{\mathbf q\ne0}\phi(q)|S(\mathbf q)|^2,\qquad \phi(q)=\frac{4\pi Z^2}{q^2}-\frac{w(q)^2}{K(q)}.$$

At this order the kinetic functional enters the phonons through $K_s$ and nothing else.

### The dynamical matrix

Displace the ions from lattice sites $\mathbf X_j$ by $\mathbf u_j$. Since $|S|^2=\sum_{jl}e^{-i\mathbf q\cdot(\mathbf R_j-\mathbf R_l)}$, the quadratic part of each term is $-\frac12[\mathbf q\cdot(\mathbf u_j-\mathbf u_l)]^2e^{-i\mathbf q\cdot(\mathbf X_j-\mathbf X_l)}$. Multiplying out the square, and using $\phi(q)=\phi(|-\mathbf q|)$ to combine the two squared terms,

$$E^{(2)}=\frac1{2V}\sum_{\mathbf q\neq0}\phi(q)\Big[\Big|\sum_j\mathbf q\cdot\mathbf u_j\,e^{-i\mathbf q\cdot\mathbf X_j}\Big|^2-\sum_{jl}(\mathbf q\cdot\mathbf u_j)^2e^{-i\mathbf q\cdot(\mathbf X_j-\mathbf X_l)}\Big].$$

Insert a standing wave $\mathbf u_j=A\,\mathbf e\cos(\mathbf Q\cdot\mathbf X_j)$ on $N$ sites, with $\mathbf e$ a unit polarization vector and $2\mathbf Q$ not a reciprocal lattice vector. The first sum over $j$ has magnitude $\frac12NA|\mathbf q\cdot\mathbf e|$ when $\mathbf q=\mathbf G\pm\mathbf Q$ and vanishes otherwise. Both signs contribute equally. In the second part the sum over $l$ gives $N$ when $\mathbf q=\mathbf G$, and $\sum_j\cos^2=N/2$. With $V=N\Omega$ and $\mathbf k=\mathbf Q+\mathbf G$,

$$E^{(2)}=\frac{NA^2}{4\Omega}\Big[\sum_{\mathbf G}(\mathbf k\cdot\mathbf e)^2\phi(k)-\sum_{\mathbf G\ne0}(\mathbf G\cdot\mathbf e)^2\phi(G)\Big].$$

A harmonic wave has potential energy $\frac12M\omega^2\sum_ju_j^2=\frac14NM\omega^2A^2$. Equating the two gives $\omega^2=\mathbf e\cdot D\,\mathbf e$ for an eigenvector $\mathbf e$ of

$$D_{ab}(\mathbf Q)=\frac1{M\Omega}\Big[\sum_{\mathbf G}k_ak_b\,\phi(k)-\sum_{\mathbf G\neq0}G_aG_b\,\phi(G)\Big].$$

Zone-boundary points follow by continuity.

The sums over the bare term $4\pi Z^2/q^2$ do not converge as they stand. In the lattice sums this term is therefore multiplied by $e^{-q^2/4}$, which means that the ions repel as Gaussian charges. Their repulsion is then $Z^2\,{\rm erf}(R)/R$ instead of $Z^2/R$ ($R$ in bohr), and at the distances between ions in the metal the difference is negligible.

The long-wave limit checks the signs. For the pseudopotential used below, $w\simeq-(4\pi Z/q^2)[1-(r_c^2/2+s^2)q^2]$ at small $q$. For point ions the two $1/q^2$ terms in $\phi$ then cancel (Gaussian ion charges only lower the resulting constant by $\pi Z^2$, which the other terms of the lattice sum make up), and

$$\phi(0)=Z^2\Big[K_s(0)-\frac{\pi}{k_F^2}+4\pi(r_c^2+2s^2)\Big].$$

The $\mathbf G=0$ term is thus proportional to $Q^2$: screening has turned the ionic plasma oscillation into sound. Elastic constants for a change of volume are another matter. They also involve the first and second derivatives of $K$ with respect to $n_0$, which belong to third- and fourth-order response, and are not claimed here.

### Kernels that are smooth

The Thomas-Fermi energy density is $\frac3{10}(3\pi^2)^{2/3}n^{5/3}$. Its second derivative is $\frac13(3\pi^2)^{2/3}n_0^{-1/3}=\pi^2/k_F$. To second order the von Weizsäcker term is $(\lambda/8n_0)\int|\nabla\delta n|^2=V\sum\frac12(\lambda q^2/4n_0)|n_{\mathbf q}|^2$. Therefore

$$K_s^{\rm TF\lambda W}=\frac{\pi^2}{k_F}+\frac{\lambda q^2}{4n_0}=\frac{\pi^2}{k_F}\,(1+3\lambda\eta^2),\qquad \eta=\frac q{2k_F}.$$

This polynomial does not notice $q=2k_F$. If $K>0$ and $w$ is smooth, $\phi$ is smooth for every $q>0$. With the Gaussian ion charges, and a pseudopotential that decays fast enough for the rest of the lattice sum and its derivatives to converge, so is $D$. No value of $\lambda$ changes this.

The conclusion covers more than TF-$\lambda$-W. If the energy density is a smooth function of $n$, $\nabla n$ and $\nabla^2n$, its quadratic part about a uniform density contains at most $|\nabla^2\delta n|^2$. Its kernel is then a polynomial in $q^2$ of degree two or less. Such a functional has no anomaly at this order either, as long as $K$ stays positive.

### The kernel with the Fermi edge

For independent electrons in a weak potential, first-order perturbation theory admixes $\mathbf k+\mathbf q$ with amplitude $v_{\mathbf q}/(\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q})$, and likewise $\mathbf k-\mathbf q$. After summation over the sphere both contribute equally to $n_{\mathbf q}$. Including spin, $n_{\mathbf q}=\chi_0v_{\mathbf q}$ with

$$\chi_0(q)=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac1{\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q}}=-\frac1{2\pi^2q}\,P\!\!\int_{-k_F}^{k_F}\frac{k_F^2-x^2}{x+q/2}\,dx.$$

Here $x$ is the component of $\mathbf k$ along $\mathbf q$, the energy difference is $-q(x+q/2)$, and $\pi(k_F^2-x^2)$ is the area of the slice. Admixtures of already occupied states cancel in pairs, which is why the principal value is right. Now write $k_F^2-x^2=(k_F^2-q^2/4)-(x-q/2)(x+q/2)$. The first part integrates to a logarithm and the second to $qk_F$:

$$\chi_0=-\frac{k_F}{\pi^2}F(\eta),\qquad F=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right|.$$

Minimizing $T_s$ plus the same weak potential gives $n_{\mathbf q}=-v_{\mathbf q}/K_s$. The kernel that reproduces the response of independent electrons is therefore $K_s=-1/\chi_0=(\pi^2/k_F)/F$. The Wang-Teter functional is built to have this kernel at uniform density.

Expanding the logarithm gives $1/F\simeq1+\eta^2/3$ for small $\eta$ and $1/F\simeq3\eta^2$ for large $\eta$. Comparison with $1+3\lambda\eta^2$ yields $\lambda=1/9$ and $\lambda=1$ respectively. TF-$\lambda$-W can match either end (at large $\eta$ only the leading term, since $1/F-(1+3\eta^2)\to-8/5$), but the singularity lies between them.

### From the singular kernel to the phonon slope

Put $\eta=1+t$, with $t=y/2k_F$ and $y=q-2k_F$. For small $t$ the prefactor of the logarithm is $-t/2$ and the logarithm is $\ln2-\ln|t|$, so the leading singular part of $F$ is $\frac12t\ln|t|$. Since $F(1)=\frac12$,

$$\delta K_s=-\frac{\pi^2}{k_F}\frac{\delta F}{F^2}=-\frac{2\pi^2}{k_F}\,t\ln|t|\;\to\;-\frac{\pi^2}{k_F^2}\,y\ln|y|,$$

where a smooth term linear in $y$ has been dropped. The change of $-w^2/K$ is $w^2\delta K_s/K^2$, hence

$$\phi_{\rm sing}=-C\,y\ln|y|,\qquad C=\frac{\pi^2}{k_F^2}\,\frac{w(2k_F)^2}{K(2k_F)^2}.$$

The value of $\phi$ is continuous, but its slope $-C(\ln|y|+1)$ tends to $+\infty$. As $k$ grows through $2k_F$, screening weakens abruptly and the lattice stiffens.

Follow a path labelled by $\xi$ through a point $\xi_0$ where some $|\mathbf Q+\mathbf G|=2k_F$, with $\mathbf e$ fixed by symmetry. A centred difference with half-step $h$ samples $y=\pm h\,dk/d\xi$. Applied to $y\ln|y|$ it gives $(dk/d\xi)\ln(h|dk/d\xi|)$. Each time $h$ is divided by ten, the measured slope of $\omega^2$ therefore changes by

$$\Delta_{10}=\frac{\ln10}{M\Omega}\sum_{|\mathbf k|=2k_F}(\mathbf k\cdot\mathbf e)^2\,C\,\frac{dk}{d\xi}.$$

This formula also states when the leading anomaly is absent: when $w(2k_F)=0$, when the path only touches the sphere $|\mathbf k|=2k_F$ so that $dk/d\xi=0$, when $\mathbf e$ is perpendicular to the vectors $\mathbf k$ concerned, or when terms with opposite $dk/d\xi$ cancel.

### Numbers for aluminium

Aluminium suits the question because it is a nearly free-electron metal. I take the fcc lattice with $Z=3$, a rounded lattice constant $a=7.65$ bohr and ion mass 26.98 u. The ion is a model, an empty core with a softened edge:

$$w(q)=-\frac{4\pi Z}{q^2}\cos(qr_c)\,e^{-s^2q^2},\qquad r_c=1.1,\quad s=0.2\ \text{bohr}.$$

The radii are round parameters, so the frequencies are results of this model and not predictions of measured values.

The cell volume $a^3/4=111.92$ bohr³ gives $k_F=0.9258$ bohr⁻¹. In units of $2\pi/a$, $2k_F$ is 2.2545. On the line from $\Gamma$ to X, $\mathbf Q=(2\pi/a)(\xi,0,0)$, the four vectors $(\xi+1,\pm1,\pm1)$ reach this length when

$$(\xi_0+1)^2+2=2.2545^2,\qquad \xi_0=0.7558.$$

There $w(2k_F)=4.308$ Ha bohr³ and $K(2k_F)=21.320$ Ha bohr³. The latter equals $K_s=2\pi^2/k_F$, since the Hartree term $4\pi/(2k_F)^2$ cancels the exchange term. So

$$C=\frac{9.870}{0.9258^2}\Big(\frac{4.308}{21.320}\Big)^2=0.470 .$$

With $2\pi/a=0.8213$ bohr⁻¹, the longitudinal component is $k_x=1.7558\times0.8213=1.442$ bohr⁻¹, and $dk/d\xi=0.8213\times1.442/1.8517=0.640$ bohr⁻¹. I express frequencies through the ion plasma frequency $\nu_p=29.82$ THz, whose angular square is $4\pi Z^2/M\Omega$. The predicted growth of the slope of $\nu^2$ per decade is then

$$\frac{4\times1.442^2\times0.470\times0.640\times2.303}{4\pi\times9}\,\nu_p^2\simeq0.0509\times889\simeq45.3\ \text{THz}^2 .$$

For transverse modes $k_x^2$ is replaced by $k_y^2=(2\pi/a)^2$, a factor $1/1.7558^2$, which gives 14.7 THz².

The full lattice sum can now be differentiated numerically. For the longitudinal branch, $d\nu^2/d\xi$ in THz² is:

| half-step $h$ | Lindhard | $\lambda=1/9$ | $\lambda=1$ |
|---|---|---|---|
| $10^{-2}$ | 153.0 | 111.7 | 269.2 |
| $10^{-3}$ | 198.3 | 111.7 | 269.2 |
| $10^{-4}$ | 243.6 | 111.7 | 269.2 |
| $10^{-5}$ | 288.9 | 111.7 | 269.2 |

The Lindhard slope never settles. It rises by 45.3 THz² per decade, as derived. Both TF-$\lambda$-W slopes have converged.

The anomaly is strong in the slope and faint in the curve. Going from $h=10^{-2}$ to $10^{-3}$ changes the slope by 45.3 THz², which at a distance 0.001 from $\xi_0$ amounts to 0.045 THz² in $\nu^2$. With $\nu\simeq8.7$ THz, this change of slope moves the frequency there by only $0.045/(2\times8.7)\simeq0.003$ THz. Accumulated over several hundredths in $\xi$ the feature is larger: the difference from the rounded kernel introduced below reaches 0.03 THz near $\xi_0$, still under half a percent of $\nu$. A coarse plot can easily miss it.

### Is it nonlocality, or the singularity?

A further kernel separates the two. Keep the Lindhard form but replace the logarithm by

$$\frac12\ln\frac{(1+\eta)^2+d^2}{(1-\eta)^2+d^2},\qquad d=0.02 .$$

This kernel is still nonlocal, and at $k_F$ and $3k_F$ it differs from Lindhard's by about 0.1% or less. At $2k_F$ the two agree because the factor $1-\eta^2$ vanishes. Close to $2k_F$, with $t=\eta-1$, $F$ changes by $\frac t4\ln(1+d^2/t^2)$, which is at most about 0.004 in size, or less than 1% of $F$. At the wavevectors computed, its phonon frequencies differ from the Lindhard ones by less than 0.05 THz. Yet its longitudinal slope at $\xi_0$ converges to 118.3 THz². The divergence has gone, although the kernel is nonlocal and within 1% of Lindhard's. A rounded anomaly remains: the slope is 108.1 THz² at $\xi_0-0.10$, 118.3 at $\xi_0$ and 96.6 at $\xi_0+0.05$, whereas for $\lambda=1/9$ it falls steadily through the same points (143.4, 111.7, 91.9).

So the Lindhard function itself is not indispensable. A divergent slope requires the $2k_F$ singularity in the kernel, and any kernel containing it would do. A finite peak in the slope requires only a sharp feature at $2k_F$, which the TF-$\lambda$-W polynomial lacks. The Lindhard function supplies it with the strength that belongs to independent electrons. Nor is the statement about orbital-free methods a statement about all methods: a calculation with orbitals obtains the singularity from its own Fermi surface.

The rounding also has a physical counterpart. At finite temperature the free-electron response is an average of zero-temperature responses over a range of chemical potentials, and hence of $k_F$. This smooths the logarithm, so a strict divergence of the slope belongs to zero temperature. With the free-electron response at 300 K the longitudinal slope of this model at $\xi_0$ saturates near 158 THz². At finite temperature a Kohn anomaly is a rounded peak of this kind.

### What the ordinary frequencies do and do not reveal

At X and L the model gives, in THz (longitudinal / transverse):

| kernel | X | L |
|---|---|---|
| Lindhard | 9.48 / 5.65 | 9.70 / 4.15 |
| $\lambda=1/9$ | 10.26 / 6.40 | 10.58 / 3.92 |
| $\lambda=1$ | 14.23 / 9.16 | 14.22 / 5.47 |

With $\lambda=1/9$ the longitudinal frequency at X is 8% above the Lindhard value; with $\lambda=1$ it is 50% above. The kernels at $2k_F$ are 14.21, 21.32 and 42.64 Ha bohr³ for $\lambda=1/9$, Lindhard and $\lambda=1$. Of the four modes in the table, only the transverse one at L has frequencies in this order; the other three are lowest for Lindhard. There is no contradiction, because $w^2/K$ enters $D$ with a minus sign at the vectors $\mathbf k$ and a plus sign at the vectors $\mathbf G$. Good agreement at a few wavevectors therefore says little about anomalies: $\lambda=1/9$ comes fairly close to Lindhard and has none.

### The same difference in real space

The pair interaction between ions is

$$\phi(R)=\frac1{2\pi^2R}\int_0^\infty q\,\phi(q)\sin(qR)\,dq .$$

At large $R$ the singular point dominates. The transform of $P(1/y)$ is $\int e^{iyR}dy/y=i\pi$ for $R>0$. Integrating by parts gives $\int\ln|y|\,e^{iyR}dy=-\pi/R$, and differentiating with respect to $R$ gives $\int y\ln|y|\,e^{iyR}dy=-i\pi/R^2$. Multiplying by $e^{2ik_FR}$, taking the imaginary part and inserting $-C$ and $q=2k_F$,

$$\phi(R)\to\frac{2k_F}{2\pi^2R}\,\frac{\pi C\cos(2k_FR)}{R^2}=\frac{\pi}{k_F}\,\frac{w(2k_F)^2}{K(2k_F)^2}\,\frac{\cos(2k_FR)}{R^3}.$$

This is the Friedel tail. At $R=33.93$ bohr it gives $3.55\times10^{-6}$ Ha, against $3.61\times10^{-6}$ Ha from the full integral. At 101.80 bohr the two agree to 0.2%.

For TF-$\lambda$-W, $q^2K$ is a quadratic polynomial in $q^2$. With $\lambda=1$ its zeros lie at $q\simeq\pm0.63\pm0.88i$ bohr⁻¹. The interaction therefore oscillates, but under an envelope $e^{-0.88R}$, and at 33.93 bohr it is below $10^{-12}$ Ha in size. Oscillation alone is thus no sign of a Kohn anomaly. The sign of the sharp anomaly is the slow $R^{-3}$ decay at wavevector $2k_F$. The rounded kernel keeps this oscillation but damps it at long range: it gives $2.3\times10^{-6}$ Ha at 33.93 bohr and $1.5\times10^{-8}$ Ha at 101.80 bohr.

### Where the argument stops

The second-order formulas hold for a weak pseudopotential. Minimizing the full nonlinear TF-$\lambda$-W energy in a weak cosine potential reproduces $-1/K$ to the digits printed in the numerical output, and frozen phonons reproduce $D$ to $4.3\times10^{-6}\,\nu_p^2$. The second check uses the same pair energy, so it tests the dynamical matrix and not the neglect of higher orders. In the real metal the lattice potential also deforms the Fermi surface, which can shift and reshape the anomalies. Functionals with the same $K_s$ at uniform density may then differ, because their higher-order responses need not agree.

## Values computed for the example and the checks

```
valence 3, lattice constant 7.65 bohr, mass 26.98 u
core radius 1.1 bohr, edge softening 0.2 bohr
log rounding of 'rounded' kernel 0.02 (in q/2kF)
cell volume 111.92 bohr^3, n0 0.02680 bohr^-3
kF 0.9258, 2kF 1.8517 bohr^-1; 2kF/(2pi/a) 2.2545
ion plasma frequency 29.82 THz
w(2kF) 4.308, K(2kF) Lindhard 21.320 Ha bohr^3
kinetic kernel Ks in Ha bohr^3 at q = kF, 2kF, 3kF:
  Lindhard     11.69    21.32    64.72
  rounded      11.69    21.32    64.66
  TF+W/9       11.55    14.21    18.66
  TF+W         18.66    42.64    82.62
energy/(V v^2) at q = 1.6 kF, minimized and -1/K (1/(Ha bohr^3)):
  TF+W/9     -0.066685  -0.066685
  TF+W       -0.030130  -0.030130
largest frozen-phonon error 4.3e-06 plasma freq^2
frequencies in THz, negative = imaginary: longitudinal, transverse
  xi=0.25 Lindhard    3.796   2.129
  xi=0.25 rounded     3.807   2.130
  xi=0.25 TF+W/9      3.987   2.445
  xi=0.25 TF+W        4.712   3.516
  xi=0.50 Lindhard    6.833   3.933
  xi=0.50 rounded     6.830   3.935
  xi=0.50 TF+W/9      7.321   4.521
  xi=0.50 TF+W        9.275   6.490
  xi=0.75 Lindhard    8.657   5.235
  xi=0.75 rounded     8.666   5.239
  xi=0.75 TF+W/9      9.504   5.912
  xi=0.75 TF+W       12.849   8.469
  X       Lindhard    9.480   5.650
  X       rounded     9.482   5.696
  X       TF+W/9     10.260   6.401
  X       TF+W       14.231   9.162
  L       Lindhard    9.698   4.145
  L       rounded     9.706   4.159
  L       TF+W/9     10.578   3.924
  L       TF+W       14.221   5.468
anomaly on Gamma-X at xi0 = 0.7558
slope d(nu^2)/d(xi) in THz^2, half-steps 1e-2 1e-3 1e-4 1e-5:
  long.  Lindhard    152.99   198.28   243.57   288.86
  long.  rounded     117.99   118.28   118.28   118.28
  long.  TF+W/9      111.71   111.73   111.73   111.73
  long.  TF+W        269.17   269.23   269.23   269.23
  trans. Lindhard     58.15    72.86    87.55   102.24
  trans. rounded      46.55    46.65    46.65    46.65
  trans. TF+W/9       44.80    44.80    44.80    44.80
  trans. TF+W         91.02    91.03    91.03    91.03
predicted Lindhard growth per decade, long., trans.: 45.29, 14.69 THz^2
pair potential in Ha at R = 33.93 bohr:
  Lindhard  3.608e-06
  TF+W/9    below 1e-12 in size
  TF+W      below 1e-12 in size
  Friedel tail formula 3.545e-06
at R = 101.80 bohr: Lindhard 1.316e-07, tail 1.313e-07
```
